# Herring–Vogt scaling of the Boltzmann equation for an ellipsoidal valley

An electron in a conduction-band valley of silicon or germanium does not in general move along the force that acts on it. It is heavy along the valley axis and light across it, so an oblique force produces a drift turned towards the light directions. The surfaces of constant energy are ellipsoids, and the Boltzmann equation seems to need a fresh solution for each direction of the field. A linear change of coordinates removes the anisotropy from the band. Whether it also leaves a simple collision term depends on the scattering.

Measure the wave vector \(\mathbf k\) from the valley minimum and set \(\hbar=e=1\). The band is

\[
\varepsilon=\tfrac12\,\mathbf k\cdot M^{-1}\mathbf k ,
\]

with a constant, symmetric, positive mass tensor \(M\). The carriers have charge \(-1\), so the force is \(\mathbf F=-(\mathbf E+\mathbf v\times\mathbf B)\), with \(\mathbf v=\nabla_{\mathbf k}\varepsilon=M^{-1}\mathbf k\). The semiclassical distribution \(f(\mathbf r,\mathbf k,t)\) obeys

\[
\partial_t f+\mathbf v\cdot\nabla_{\mathbf r}f+\mathbf F\cdot\nabla_{\mathbf k}f
=\int\!\frac{d^3k'}{(2\pi)^3}\Big[W(\mathbf k',\mathbf k)f'(1-f)-W(\mathbf k,\mathbf k')f(1-f')\Big],
\]

where \(f'=f(\mathbf r,\mathbf k',t)\) and \(W(\mathbf k,\mathbf k')\) is the transition rate from \(\mathbf k\) to \(\mathbf k'\).

Look for a symmetric matrix \(\alpha\) such that \(\mathbf k^*=\alpha\mathbf k\) gives \(\varepsilon=k^{*2}/(2m_d)\). Since \(k^{*2}=\mathbf k\cdot\alpha^2\mathbf k\), this requires \(\alpha^2=m_dM^{-1}\), and the positive root is

\[
\alpha=\sqrt{m_d}\,M^{-1/2},\qquad m_d=(\det M)^{1/3}.
\]

The reference mass \(m_d\) is chosen so that \(\det\alpha=m_d^{3/2}(\det M)^{-1/2}=1\). The map then deforms \(\mathbf k\)-space without changing volumes. The velocity becomes

\[
\mathbf v=M^{-1}\mathbf k=\frac{\alpha^2\mathbf k}{m_d}=\alpha\mathbf v^*,\qquad \mathbf v^*=\frac{\mathbf k^*}{m_d}.
\]

For \(\mathbf v^*\) to be the rate of change of a position, that position must be \(\mathbf r^*=\alpha^{-1}\mathbf r\). The chain rule gives \(\nabla_{\mathbf r}=\alpha^{-1}\nabla_{\mathbf r^*}\) and \(\nabla_{\mathbf k}=\alpha\nabla_{\mathbf k^*}\). Because \(\alpha\) is symmetric, it can be moved from one factor of a scalar product to the other:

\[
\mathbf v\cdot\nabla_{\mathbf r}=(\alpha\mathbf v^*)\cdot(\alpha^{-1}\nabla_{\mathbf r^*})=\mathbf v^*\cdot\nabla_{\mathbf r^*},\qquad
\mathbf F\cdot\nabla_{\mathbf k}=(\alpha\mathbf F)\cdot\nabla_{\mathbf k^*}.
\]

The scaled force is therefore \(\mathbf F^*=\alpha\mathbf F\), and its electric part contains \(\mathbf E^*=\alpha\mathbf E\). For the magnetic part, start from the volume spanned by three transformed vectors,

\[
(\alpha\mathbf c)\cdot[(\alpha\mathbf a)\times(\alpha\mathbf b)]=\det\alpha\;\,\mathbf c\cdot(\mathbf a\times\mathbf b).
\]

Move \(\alpha\) off \(\mathbf c\), which is arbitrary, and use \(\det\alpha=1\). The result is \(\alpha[(\alpha\mathbf a)\times(\alpha\mathbf b)]=\mathbf a\times\mathbf b\). With \(\mathbf a=\mathbf v^*\) and \(\mathbf b=\alpha^{-1}\mathbf B\),

\[
\alpha(\mathbf v\times\mathbf B)=\mathbf v^*\times\mathbf B^*,\qquad \mathbf B^*=\alpha^{-1}\mathbf B .
\]

Electric and magnetic fields thus scale with inverse matrices. In the spherical band the cyclotron frequency is \(|\mathbf B^*|/m_d\). The cyclotron mass, defined as \(|\mathbf B|\) divided by this frequency, follows from \(\alpha^{-2}=M/m_d\). With \(\mathbf b=\mathbf B/|\mathbf B|\),

\[
m_{\rm cyc}=\frac{m_d}{|\alpha^{-1}\mathbf b|}=\frac{m_d^{3/2}}{\sqrt{\mathbf b\cdot M\mathbf b}}=\sqrt{\frac{\det M}{\mathbf b\cdot M\mathbf b}} .
\]

The left side of the Boltzmann equation is now that of a spherical band. On the right, \(d^3k'=d^3k^{*\prime}\), and the occupations are the same numbers under new labels. Suppose that the rate depends on the two states only through their energies, \(W=W(\varepsilon,\varepsilon')\). Energy is a function of \(|\mathbf k^*|\), so the collision integral has no preferred direction in \(\mathbf k^*\)-space, and the whole equation is that of a spherical band of mass \(m_d\). This is the sense of "isotropic scattering" used here: all final states of a given energy are reached at the same rate per state. The condition is sufficient but not necessary, since a rate that also depends on the angle between \(\mathbf k^*\) and \(\mathbf k^{*\prime}\) has no preferred direction either. Had another reference mass \(m_0\) been used, \(\det\alpha=(m_0/m_d)^{3/2}\) would appear, and the rate would carry the Jacobian \((m_d/m_0)^{3/2}\).

Consider first a weak, uniform, steady force without magnetic field, acting on a nondegenerate gas with \(f_0\propto e^{-\varepsilon/T}\), where \(T\) is the thermal energy. Write \(f=f_0+f_1\), with \(f_1\) linear in \(\mathbf F\). Since \(\nabla_{\mathbf k^*}f_0=-\mathbf v^*f_0/T\), the linear equation is

\[
-\frac{\mathbf F^*\cdot\mathbf v^*}{T}f_0=\int\!\frac{d^3k^{*\prime}}{(2\pi)^3}W(\varepsilon',\varepsilon)f_1'-\frac{f_1}{\tau(\varepsilon)},\qquad
\frac1\tau=\int\!\frac{d^3k^{*\prime}}{(2\pi)^3}W(\varepsilon,\varepsilon').
\]

The scattering-in integral depends on \(\varepsilon\) alone, so it is even in \(\mathbf k^*\). The odd part of the equation therefore reads \(f_1^{\rm odd}=\tau\,(\mathbf F^*\cdot\mathbf v^*)f_0/T\). Only this part carries current, because \(\mathbf v^*\) is odd. Within this linear equation the relaxation time is a result and not an approximation. It holds for inelastic scattering too, as long as the rate depends on energies alone.

The drift velocity is the average of \(\mathbf v=\alpha\mathbf v^*\). Over a sphere, \(v_i^*v_j^*\) averages to \(\delta_{ij}v^{*2}/3=2\varepsilon\delta_{ij}/(3m_d)\), and the number of states per unit energy is proportional to \(\varepsilon^{1/2}\). Hence

\[
\mathbf v_d=\frac{\alpha^2\mathbf F}{m_d}\;\frac{2}{3T}\,
\frac{\int_0^\infty\tau\,\varepsilon^{3/2}e^{-\varepsilon/T}d\varepsilon}{\int_0^\infty\varepsilon^{1/2}e^{-\varepsilon/T}d\varepsilon}.
\]

Integration by parts gives \(\int\varepsilon^{3/2}e^{-\varepsilon/T}d\varepsilon=\tfrac32T\int\varepsilon^{1/2}e^{-\varepsilon/T}d\varepsilon\), which absorbs the factor \(2/(3T)\). With \(\alpha^2/m_d=M^{-1}\),

\[
\mathbf v_d=\mu\mathbf F,\qquad \mu=\langle\!\langle\tau\rangle\!\rangle M^{-1},\qquad
\langle\!\langle\tau\rangle\!\rangle=\frac{\int_0^\infty\tau\,\varepsilon^{3/2}e^{-\varepsilon/T}d\varepsilon}{\int_0^\infty\varepsilon^{3/2}e^{-\varepsilon/T}d\varepsilon}.
\]

All the anisotropy of the mobility comes from the mass tensor.

For an elastic rate \(W=w_0\,\delta(\varepsilon-\varepsilon')\), \(1/\tau=w_0g(\varepsilon)\), where \(g\) is the density of states per spin. From \(k^*=\sqrt{2m_d\varepsilon}\) and \(dk^*/d\varepsilon=m_d/k^*\),

\[
g(\varepsilon)=\frac{4\pi k^{*2}}{(2\pi)^3}\frac{m_d}{k^*}=\frac{m_d^{3/2}\sqrt{2\varepsilon}}{2\pi^2}.
\]

Thus \(\tau(\varepsilon)=\tau(T)\sqrt{T/\varepsilon}\), and the two integrals give \(\langle\!\langle\tau\rangle\!\rangle=\tau(T)\,\Gamma(2)/\Gamma(5/2)=4\tau(T)/(3\sqrt\pi)\), where \(\Gamma\) with a numerical argument is the gamma function.

Take a model valley with masses \(m_l=0.9\) along its axis and \(m_t=0.2\) across it, in electron masses. These masses are close to those of silicon, whose valleys lie along the cube axes. The diagonal orientation used below is that of germanium, whose masses are far more anisotropic, so the numbers describe neither crystal. The axis is the unit vector \(\mathbf a=(1,1,1)/\sqrt3\), \(T=0.001\) hartree, and \(w_0=0.6\) atomic units (a.u.). Then \(m_d=(0.9\times0.2^2)^{1/3}=0.3302\). The matrix \(\alpha\) multiplies components along the axis by \(\sqrt{0.3302/0.9}=0.606\) and those across it by \(\sqrt{0.3302/0.2}=1.285\). The inverse mass tensor is

\[
M^{-1}=\frac{1}{m_t}+\Big(\frac1{m_l}-\frac1{m_t}\Big)\mathbf a\mathbf a^{T},
\]

with diagonal elements \(5-3.8889/3=3.7037\) and off-diagonal elements \(-1.2963\). The density of states at energy \(T\) is \(4.299\times10^{-4}\) a.u., so \(\tau(T)=1/(0.6\times4.299\times10^{-4})=3877\) a.u. and \(\langle\!\langle\tau\rangle\!\rangle=0.7523\times3877=2917\) a.u. For a force along \(z\),

\[
\mu_{zz}=2917\times3.7037\approx1.080\times10^4\ \text{a.u.},\qquad \mu_{xz}=\mu_{yz}\approx-3781\ \text{a.u.}
\]

The first is 460 cm²/(V s). The sideways drift is \(\sqrt2\times1.2963/3.7037=0.495\) of the drift along the force, so the carriers move at \(26.3^\circ\) to the force, away from the heavy axis. For a magnetic field along \(z\), \(M_{zz}=(0.9+2\times0.2)/3=0.4333\) and the cyclotron mass is \(\sqrt{0.036/0.4333}=0.288\).

Nothing in the mapping required a weak force. In a uniform steady state without magnetic field, the scaled equation contains only one direction, that of \(\mathbf F^*\). If the steady state at given density is unique, the spherical drift is \(\mathbf v_d^*=u(F^*)\,\mathbf F^*/F^*\), with one scalar function \(u\). Multiplication by \(\alpha\) gives

\[
\mathbf v_d(\mathbf F)=\alpha\mathbf v_d^*(\alpha\mathbf F)=m_dM^{-1}\mathbf F\,\frac{u(F^*)}{F^*},\qquad
F^*=\sqrt{m_d\,\mathbf F\cdot M^{-1}\mathbf F}.
\]

The drift keeps the direction of \(M^{-1}\mathbf F\) at every force strength, and the mean energy depends on the force only through \(F^*\). A steady state does need inelastic scattering: elastic collisions cannot remove the power \(\mathbf F\cdot\mathbf v_d\) supplied by the field.

A rate for which the strong-field problem reduces to integrals is

\[
W(\varepsilon,\varepsilon')=\frac{\Gamma(\varepsilon)\,\Gamma(\varepsilon')\,e^{-\varepsilon'/T}}{N},\qquad \Gamma(\varepsilon)=\Gamma_0\Big(1+\frac{\varepsilon}{T}\Big),
\]

where \(N=\int\Gamma e^{-\varepsilon/T}d^3k/(2\pi)^3\) makes \(\Gamma(\varepsilon)\) the total exit rate. The product \(e^{-\varepsilon/T}W(\varepsilon,\varepsilon')\) is symmetric, so a nondegenerate gas without force stays in equilibrium. After each collision the carriers start afresh, distributed as \(\Gamma e^{-\varepsilon/T}\) whatever their earlier state. They then fly freely, \(\mathbf k^*(s)=\mathbf k_0^*+\mathbf F^*s\), and survive for a time \(s\) with probability \(P(s)=\exp[-\int_0^s\Gamma\,ds']\). The steady average of a quantity \(A\) is the time spent at each value:

\[
\langle A\rangle=\frac{\int d^3k_0^*\,\Gamma(\varepsilon_0)e^{-\varepsilon_0/T}\int_0^\infty ds\,P(s)\,A(s)}{\int d^3k_0^*\,\Gamma(\varepsilon_0)e^{-\varepsilon_0/T}\int_0^\infty ds\,P(s)} .
\]

With \(\Gamma_0=2.5\times10^{-4}\) a.u. and a force of \(10^{-5}\) a.u. along \(z\), \(F^*=\sqrt{0.3302\times3.7037}\times10^{-5}=1.106\times10^{-5}\) a.u. Numerical quadrature of these integrals, in cylindrical coordinates about \(\mathbf F^*\), gives \(u=0.03424\) a.u. The factor \(u/F^*\) is 3096 a.u., and the drift in the real valley is

\[
v_z=0.3302\times3.7037\times10^{-5}\times3096=0.0379,\qquad v_x=v_y=-0.0133\ \text{a.u.}
\]

The speed is 0.0422 a.u., or \(9.2\times10^6\) cm/s, again at \(26.3^\circ\) to the force. The force corresponds to a field of 51 kV/cm. The rate is a solvable model, without phonon emission, intervalley transfer or band nonparabolicity, and its \(\Gamma\) at the mean energy is about 0.4 of that energy, so these values are not predictions for a real semiconductor. The mean energy is 0.00192 hartree, 28% above the equilibrium value \(3T/2=0.0015\) hartree. The ratio \(u/F^*\) is 0.743 of its value for a force a thousand times weaker. This loss of mobility requires an energy-dependent exit rate. Carriers emerge from collisions with zero mean momentum, so momentum balance reads \(\mathbf F=\langle\Gamma\mathbf k\rangle\); a constant \(\Gamma\) would give \(\mathbf v_d=M^{-1}\mathbf F/\Gamma\), linear in the force.

The same \(F^*\), and hence the same heating, is produced by a force of \(1.106\times10^{-5}/0.606=1.83\times10^{-5}\) a.u. along the axis or \(0.86\times10^{-5}\) a.u. across it. A given force heats the carriers more when they respond to it with the light mass.

This matters when several valleys contribute. Let four equally filled, independent valleys lie along the cube diagonals. Averaged over them, \(\mathbf a\mathbf a^T\) has diagonal elements \(1/3\), and its off-diagonal elements cancel in sign. The weak-field mobility is then isotropic, \(\langle\!\langle\tau\rangle\!\rangle/m_c\), with

\[
\frac1{m_c}=\frac13\Big(\frac1{m_l}+\frac2{m_t}\Big),
\]

which gives \(m_c=0.27\). This is not \(m_d=0.330\): the first mass measures the response to the force, the second counts the final states for scattering. In a strong field the isotropy need not survive. For a force along \((1,1,1)\), the valley on that axis has \(F^*=0.606F\). The other three have \((\mathbf a\cdot\mathbf F)^2=F^2/9\), hence \(F^*=\sqrt{0.3302\,(5-3.8889/9)}\,F=1.23F\), and they are heated more. For a force along \(z\) all four have equal \(F^*\). In real crystals intervalley scattering moves carriers between unequally heated valleys, an effect that equally filled, independent valleys leave out.

Each valley has its own \(\alpha\), and so its own \(\mathbf r^*\). Valleys that exchange carriers in a nonuniform sample cannot all be made spherical by one change of position. Even for one valley the geometry is altered: a spherical boundary becomes an ellipsoid, and the Laplacian in Poisson's equation becomes \(\nabla_{\mathbf r^*}\cdot\alpha^{-2}\nabla_{\mathbf r^*}\).

The condition on the scattering is the more serious limit. Acoustic-phonon rates in silicon and germanium already depend on the direction of the momentum transfer through the deformation potentials. Ionized impurities scatter at a rate that depends on the momentum transfer, for example

\[
W=\frac{w_0\,\delta(\varepsilon-\varepsilon')}{(1+|\mathbf k-\mathbf k'|^2/\kappa^2)^2},\qquad
|\mathbf k-\mathbf k'|^2=\frac{(\mathbf k^*-\mathbf k^{*\prime})\cdot M(\mathbf k^*-\mathbf k^{*\prime})}{m_d},
\]

with screening wave number \(\kappa\). The band is still spherical in \(\mathbf k^*\), but the rate is not. Write \(f_1=(\mathbf F\cdot\mathbf g)f_0/T\), so that an isotropic rate would give \(\mathbf g=\tau\mathbf v\). The linear equation becomes

\[
\int\!\frac{d^3k'}{(2\pi)^3}\,W(\mathbf k,\mathbf k')\,[\mathbf g(\mathbf k)-\mathbf g(\mathbf k')]=\mathbf v(\mathbf k).
\]

For strong screening, expand to first order in \(1/\kappa^2\): the denominator contributes \(1-2(k^2+k'^2-2\mathbf k\cdot\mathbf k')/\kappa^2\). Let \(\tau_0=1/(w_0g)\), and let angle brackets now denote the average over states on the energy surface. The exit rate is \([1-2(k^2+\langle k^2\rangle)/\kappa^2]/\tau_0\). In the scattering-in term only the part with \(\mathbf k\cdot\mathbf k'\) survives, since \(\mathbf g\) is odd. With \(\langle k_jv_i\rangle=2\varepsilon\delta_{ij}/3\) and, along a principal axis, \(k_i=m_iv_i\), it equals \(8\varepsilon m_iv_i/(3\kappa^2)\). Therefore

\[
g_i=\tau_0v_i\Big[1+\frac{2(k^2+\langle k^2\rangle)}{\kappa^2}+\frac{8\varepsilon m_i}{3\kappa^2}\Big].
\]

The mobility at fixed energy is proportional to \(\langle v_ig_i\rangle\), which needs \(\langle v_i^2k^2\rangle/\langle v_i^2\rangle\). On a sphere, \(k_i^{*2}k_j^{*2}\) averages to \(k^{*4}/5\) for \(i=j\) and \(k^{*4}/15\) otherwise. As \(k^2=\sum_jm_jk_j^{*2}/m_d\), the ratio is \(2\varepsilon(3m_l+2m_t)/5\) along the axis and \(2\varepsilon(m_l+4m_t)/5\) across it. They differ by \(4\varepsilon(m_l-m_t)/5\). Define a time for each principal direction by \(\mu_i=\tau_i/m_i\). To this order,

\[
\frac{\tau_l}{\tau_t}=1+\Big(\frac85+\frac83\Big)\frac{\varepsilon(m_l-m_t)}{\kappa^2}=1+\frac{64}{15}\,\frac{\varepsilon(m_l-m_t)}{\kappa^2}.
\]

Momentum along the heavy axis is relaxed more slowly, which partly offsets the heavy mass. At \(\varepsilon=T\) and \(\kappa=3\) a.u., a screening length of 0.18 Å that no doping produces and that serves only to illustrate the expansion, the correction is \(3.3\times10^{-4}\), and the ratio of mobilities across and along the axis is \(4.4985\) instead of \(m_l/m_t=4.5\).

For \(\kappa=0.03\) a.u. the expansion is useless, because the semi-axes of the energy surface, \(\sqrt{2m_l\varepsilon}=0.042\) and \(\sqrt{2m_t\varepsilon}=0.020\) a.u., are comparable with \(\kappa\). Solving the linear equation on a grid of directions over the ellipsoid gives a mobility ratio of 2.16 at \(\varepsilon=T\). The two times then differ by a factor \(4.5/2.16=2.1\), and a single \(\tau(\varepsilon)\) multiplying \(M^{-1}\) no longer describes the valley.

All numerical values are calculated from the stated model.
